# Replacing the Redundant Charge Balance in a Global Plasma Model

Suppose a global model is to set the power of an inductive etching reactor. Someone must decide which equations the steady-state solver receives. Balances for every species, electrons and ions included, and for the electron energy look like a complete set, one equation per unknown. For the discharge treated below, a least-squares Newton solver given that set converged to an electron density of \(1.54\times10^{11}\) cm\(^{-3}\), with every balance satisfied. The neutral plasma at the same power, feed and pumping has \(1.75\times10^{11}\) cm\(^{-3}\). The first answer carries a net positive charge equal to 24 % of its electron density, and nothing in the balances forbids it.

## Where an equation is lost

Let \(x\) contain the \(n\) unknowns: the species densities and the electron energy density \(W=\tfrac32 n_eT\), with \(T\) in eV. The model is \(dx/dt=F(x)\). For species \(s\),

\[
F_s=\sum_r \nu_{sr}R_r(x),
\]

where \(R_r\) is the rate of process \(r\) per volume and \(\nu_{sr}\) is the number of particles of \(s\) it creates. Let \(q_s\) be the charge number, \(-1\) for electrons, and set \(q=0\) for neutrals and for \(W\).

A volume reaction conserves charge, so \(\sum_s q_s\nu_{sr}=0\). Wall loss needs an assumption. The closure used here sets the electron loss equal to the net loss of ion charge, so that no net current reaches the walls. Each singly charged positive ion then takes one electron with it, and the wall process also has zero charge sum. Feed and pumping move neutrals only. Hence

\[
q^{\mathsf T}F=\sum_r\Big(\sum_s q_s\nu_{sr}\Big)R_r=0
\quad\text{for every }x .
\]

This holds whether or not \(x\) is neutral. Differentiating with respect to each unknown gives

\[
q^{\mathsf T}J=0,\qquad J_{ij}=\partial F_i/\partial x_j .
\]

The Jacobian is therefore singular at every state, not just at the solution. If \(J\) has rank \(n-1\), so that \(q\) is its only left null vector up to a factor, the Newton equation \(J\,\delta x=-F\) remains consistent, because \(q^{\mathsf T}F=0\). But any vector \(v\) with \(Jv=0\) can be added to \(\delta x\). A least-squares solver picks the shortest step in its chosen scaling, and that choice knows nothing of neutrality.

In a time-dependent calculation the same identity does no harm. It says that \(q^{\mathsf T}x\) is constant, so a neutral start stays neutral. Setting \(dx/dt=0\) discards the initial condition, and with it the value of the charge. The missing equation is

\[
q^{\mathsf T}x=0 .
\]

It should replace a redundant balance. If row \(k\) with \(q_k\ne0\) is dropped and the other balances vanish, the identity gives

\[
F_k=-\frac1{q_k}\sum_{j\ne k}q_jF_j=0,
\]

so the dropped balance is still obeyed. If a neutral's row is dropped, \(q_k=0\) and this argument fails.

## When the replacement gives full rank

Let \(J_k\) be \(J\) with row \(k\) replaced by \(q^{\mathsf T}\), and let \(C_{kj}\) be the cofactors of \(J\). Those of row \(k\) do not involve row \(k\) itself, so expansion along the new row gives

\[
\det J_k=\sum_j q_jC_{kj}.
\]

The adjugate has elements \((\operatorname{adj}J)_{jk}=C_{kj}\) and satisfies \(J\operatorname{adj}J=(\operatorname{adj}J)J=(\det J)I=0\). Suppose first that \(J\) has rank \(n-1\). Every column of the adjugate is then a multiple of \(v\), and every row a multiple of \(q^{\mathsf T}\). Thus

\[
\operatorname{adj}J=c\,vq^{\mathsf T},\qquad C_{kj}=c\,v_jq_k,
\]

with \(c\ne0\), because a matrix of rank \(n-1\) has a nonzero minor of order \(n-1\). Therefore

\[
\det J_k=c\,q_k\,q^{\mathsf T}v .
\]

The constant \(c\) follows from the eigenvalues \(\lambda_i\) of \(J\). The coefficient of \(s\) in \(\det(J+sI)\) is the sum of the diagonal cofactors, which is \(\operatorname{tr}\operatorname{adj}J=c\,q^{\mathsf T}v\). The same determinant equals \(\prod_i(\lambda_i+s)\). With \(\lambda_1=0\) this is \(s\prod_{i\ge2}(\lambda_i+s)\), whose coefficient of \(s\) is \(\prod_{i\ge2}\lambda_i\). Consequently

\[
\boxed{\det J_k=q_k\prod_{i\ge2}\lambda_i .}
\]

If the rank is below \(n-1\), all minors of order \(n-1\) vanish and both sides are zero, so the formula still holds.

The repair thus succeeds under two conditions: the replaced row belongs to a charged species, and zero is a simple eigenvalue of \(J\). For rank \(n-1\) the second condition is \(q^{\mathsf T}v\ne0\).

The vector \(v\) also has a physical meaning. Label steady states by their net charge density \(Q\), in units of \(e\). Differentiating \(F(x(Q))=0\) and \(q^{\mathsf T}x(Q)=Q\) gives \(Jx'=0\) and \(q^{\mathsf T}x'=1\), so

\[
\frac{dx}{dQ}=\frac{v}{q^{\mathsf T}v}.
\]

Near such a state the unrepaired equations have a curve of solutions, and neutrality selects its point \(Q=0\). If \(q^{\mathsf T}v=0\), moving along \(v\) does not change the charge to first order, and the repaired matrix stays singular. Neutrality may then still single out a point through higher-order terms, but the linear Newton equations cannot show it.

## A case where neutrality is not enough

Take one positive ion, fixed neutral density \(N\), ionization coefficient \(K(T)\) and ion wall-loss frequency \(B(T)\). Then

\[
F_e=F_i=KNn_e-Bn_i .
\]

At prescribed \(T\), replacing the electron row by \(n_i-n_e=0\) gives

\[
\det\begin{pmatrix}-1&1\\ KN&-B\end{pmatrix}=B-KN .
\]

A nonzero neutral steady state requires \(KN=B\), so this determinant vanishes there. Particle balance has fixed a relation between temperature and gas density, but any plasma density satisfies it.

Now let \(T\) be unknown and add the power balance \(P-Bn_iE=0\), where \(P\) is absorbed power per volume and \(E\) is a constant energy cost per ion lost. With primes for \(d/dT\) and \(D=K'Nn_e-B'n_i\), the repaired matrix for \((n_e,n_i,T)\) is

\[
\begin{pmatrix}-1&1&0\\ KN&-B&D\\ 0&-BE&-B'n_iE\end{pmatrix}.
\]

Expansion along the first row gives

\[
\begin{aligned}
\det&=-\left[BB'n_iE+DBE\right]-\left[-KNB'n_iE\right]\\
&=(KN-B)B'n_iE-DBE .
\end{aligned}
\]

At the solution \(KN=B\) and \(n_e=n_i=n\), so

\[
\det=-(K'N-B')\,nBE .
\]

For \(K\propto e^{-E_i/T}\) and \(B\propto T^{1/2}\), one has \(K'N=BE_i/T^2\) and \(B'=B/2T\). Their difference is positive for \(T<2E_i\), which covers a discharge of a few eV with a threshold above 10 eV. Power balance then fixes the density and the matrix has full rank.

## Detecting the defect numerically

Densities of charged and neutral particles differ by orders of magnitude, so raw singular values mislead. Write \(x=Sy\) and \(dy/dt=S^{-1}F\), with \(S\) a positive diagonal matrix. The new Jacobian \(S^{-1}JS\) has the same eigenvalues. Giving all charged species the same scale keeps \(q\) as its left null vector.

Next divide each row \(i\) by its largest magnitude \(r_i\) and compute the singular values. Here a value below \(10^{-11}\) of the largest counts as zero. If \(u\) is the left singular vector of the vanishing value, \(u_i/r_i\) is the left null vector before row scaling. It should be proportional to \(q\). Another vector means another redundancy or an error in the balances. Then:

1. Replace the balance of one charged species by \(q^{\mathsf T}y=0\).
2. Compute the rank again, at the state in question.
3. Solve by damped Newton steps and evaluate the balance that was dropped.

## An oxygen-like discharge

The example has electrons, \(M^+\), \(A^+\), \(A^-\), atoms \(A\) and diatomic molecules \(M\), with masses 16 and 32 atomic mass units for \(A\) and \(M\). With \(W\) there are seven unknowns. The cylinder has radius \(R=15\) cm and length \(L=10\) cm; 500 W are absorbed, 50 sccm of \(M\) enter, and the pumping speed is 100 L/s. The gas is held at 500 K. The rate coefficients, listed in the numerical output, are round model values of plausible size, not evaluated oxygen data.

Positive ions leave at \(u_i=\sqrt{eT/m_i}\) through an effective area

\[
A_h=2\pi R^2h_L+2\pi RLh_R,
\]

\[
h_L=\frac{0.86}{\sqrt{3+L/2\ell}},\qquad h_R=\frac{0.80}{\sqrt{4+R/\ell}},
\]

where \(\ell=1/[(n_A+n_M)\sigma]\) and \(\sigma=10^{-14}\) cm\(^2\). Negative ions are confined. Atoms recombine on the walls with probability \(\gamma=0.05\), at frequency \([2\gamma/(2-\gamma)]\bar v_A\mathcal A/4\mathcal V\), where \(\bar v_A\) is their mean speed, \(\mathcal A\) the wall area and \(\mathcal V\) the volume.

Absorbed power pays the threshold energy of each electron collision, \(1.5T\) per electron captured in the volume, and \(2.5T+\phi_f\) per ion–electron pair lost to the wall. Here \(\phi_f=\tfrac12T\ln(m_M/2\pi m_e)\) is the floating voltage for \(M^+\) without negative ions.

The neutral solution has \(n_e=1.750\), \(n_{M^+}=1.233\), \(n_{A^+}=0.755\) and \(n_{A^-}=0.238\), all in \(10^{11}\) cm\(^{-3}\), and \(T=2.64\) eV. The charge sum is \(1.233+0.755-0.238=1.750\), as required. The neutral densities are \(n_A=1.18\times10^{14}\) and \(n_M=1.65\times10^{14}\) cm\(^{-3}\). Full rank makes this root isolated, not unique. The same equations have another neutral root near \(n_e=2\times10^8\) cm\(^{-3}\), with electrons far hotter than a few eV, where the model rates no longer apply. The starting point and the resulting temperature should therefore be checked as well as the rank.

The dropped electron balance can be evaluated by hand. Per electron, ionization supplies

\[
10^{-8}e^{-13/2.642}n_M+2\times10^{-8}e^{-14/2.642}n_A
\approx2.38\times10^4\ \mathrm{s^{-1}},
\]

with densities in cm\(^{-3}\). Detachment by electrons and atoms adds \(0.36\times10^4\), while attachment and dissociative recombination remove \(0.62\times10^4\). The net gain is \(2.12\times10^4\) s\(^{-1}\). For the wall, \(u_M=2.82\times10^3\) m/s and \(A_h/\mathcal V=5.72\) m\(^{-1}\). Since \(A^+\) is faster by \(\sqrt2\), the loss per electron is

\[
\frac{1.233+\sqrt2(0.755)}{1.750}\,(2.82\times10^3)(5.72)
\approx2.12\times10^4\ \mathrm{s^{-1}} .
\]

The omitted equation is satisfied.

## What the matrix shows

Before repair, the smallest singular value is \(7\times10^{-17}\) of the largest, and the next is \(1\times10^{-2}\). The rank is 6 of 7. The recovered left null vector is \((-1,1,1,-1,0,0,0)\), in the order \(e,M^+,A^+,A^-,A,M,W\). After the electron row is replaced, the smallest ratio is \(1.0\times10^{-2}\) and the rank is 7. Replacing the row of neutral \(A\) instead leaves the rank at 6.

The remaining eigenvalues are \(-14.15\), \(-493\), \(-2.38\times10^4\), \(-3.82\times10^4\), \(-4.77\times10^4\) and \(-1.56\times10^6\) s\(^{-1}\). Six negative factors make a positive product, and \(q_e=-1\) reverses its sign. The determinant computed directly from the repaired matrix is \(-4.710\times10^{23}\) s\(^{-6}\), equal to the value from the formula to the digits shown.

The slowest rate is the pumping frequency: 100 L/s divided by 7.07 L is 14.1 s\(^{-1}\). Reactions conserve nuclei, so their total can change only through feed and pumping. If both are switched off, the total number of nuclei becomes a second conserved quantity. At the same state the rank is then 5, and neutrality raises it only to 6. A closed chamber also needs a prescribed total of nuclei in place of a neutral balance, followed by a new rank test.

With charged densities in units of \(10^{11}\) cm\(^{-3}\), the response to one unit of added charge is \(-0.570\) for electrons, \(0.260\) for \(M^+\), \(0.100\) for \(A^+\) and \(-0.070\) for \(A^-\). The charge sum \(0.570+0.260+0.100+0.070\) is 1. As a test, \(M^+\) was raised and lowered by 1 % of \(n_e\), and the full time-dependent equations were followed for 3 s. The change between the two final states, divided by their difference in charge, agreed with this vector within \(3\times10^{-6}\) of its largest component.

The charged root of the opening lies on the same curve. Its solver started from the neutral solution with \(n_e\) lowered by 20 % and the other unknowns unchanged. It ended with \(Q=0.236\times1.544=0.364\) units. The linear response predicts \(n_e=1.750-0.570\times0.364=1.543\), against the computed 1.544.

## Keeping the electron balance honestly

The redundancy came from the wall closure. One may instead give electrons their own loss rate against a retarding sheath voltage \(\phi\):

\[
L_e=\frac{n_e}{4}\sqrt{\frac{8eT}{\pi m_e}}\,e^{-\phi/T}\frac{A_h}{\mathcal V}.
\]

With \(\phi\) prescribed, the seven balances have rank 7, but this does not make them the right equations. The zero-current voltage at the neutral solution is 11.34 V. Prescribing 0.1 V more produces a root with net charge \(-36\) % of its electron density.

This strong response can be traced. The other six equations are unchanged, because the power balance here keeps \(\phi_f\) and does not contain \(\phi\). The new root therefore stays on the curve of charged states, at the point where \(L_e\) equals the ion loss \(L_i\). The energy density falls by 0.305 of its scale \(5\times10^{11}\) eV cm\(^{-3}\) per unit charge. Since \(W=1.5n_eT=6.93\times10^{11}\) eV cm\(^{-3}\), the logarithmic changes per unit \(Q\) are

\[
\frac{d\ln W}{dQ}=-0.220,\qquad
\frac{d\ln n_e}{dQ}=-\frac{0.570}{1.750}=-0.326,
\]

and \(d\ln T/dQ=-0.220+0.326=0.106\). The weighted ion density \(n_{M^+}+\sqrt2n_{A^+}=2.30\) changes by \(0.260+\sqrt2(0.100)=0.401\), or \(0.174\) logarithmically. The factors \(\sqrt T\) and \(A_h\) cancel in \(L_e/L_i\), leaving

\[
\frac{d\ln(L_e/L_i)}{dQ}\approx-0.326+\frac{11.34}{2.64}(0.106)-0.174\approx-0.045 .
\]

For added positive charge, the fewer electrons and the larger ion loss together are almost compensated by the higher electron temperature. Raising \(\phi\) by 0.1 V changes \(\ln(L_e/L_i)\) by \(-0.1/2.64=-0.038\), which requires \(Q\approx-0.8\). Then \(n_e\approx1.75+0.57\times0.8\approx2.2\), and \(Q/n_e\approx-0.4\), in accord with the computed value.

The consistent alternative makes \(\phi\) an eighth unknown and keeps both the electron balance and neutrality. With \(\phi_f\) kept in the power balance, the voltage enters only the electron row, with \(\partial F_e/\partial\phi=L_e/T\). Expansion along that column gives a determinant of magnitude \((L_e/T)\,|\det J_e|\), which is nonzero whenever the first repair works. The computed rank is 8 of 8.

## How far to trust the numbers

Quasineutrality is itself an approximation, since sheaths carry positive charge. By Gauss's law their charge is \(\epsilon_0E_w\mathcal A\), with \(E_w\) the wall field. A Child-law estimate, rough at \(\phi/T\approx4\), gives an average charge density of about 0.1 % of \(n_e\). Keeping the Bohm entry speed, the Boltzmann electrons and the lower edge density at the side wall reduces this to about 0.06 %. If such a charge were spread through the volume, the response vector would turn it into a density shift of at most \(-0.570\times0.1\,\%\approx-0.06\,\%\). The real charge sits at the walls, so this gauges only the order of magnitude.

The other approximations matter more. The power balance uses \(\phi_f=12.07\) V instead of 11.34 V, because it ignores the extra ion flux from \(A^+\) and from the positive ions that balance \(A^-\). The excess is about 4 % of the wall energy term, or 0.6 % of the absorbed power. With the operating settings unchanged, an electronegative correction to the edge density, \((1+3\alpha/\tau)/(1+\alpha)\) with \(\alpha=n_{A^-}/n_e\) and \(\tau\) the ratio of electron to gas temperature, raises \(n_e\) by 7 %. Detachment by metastables, taken as 10 % of \(M\) with coefficient \(10^{-10}\) cm\(^3\)/s, lowers \(n_{A^-}\) by 4 %.

The computed pressure of 15 mTorr, electron density above \(10^{11}\) cm\(^{-3}\) and temperature of a few eV are in the rough range of inductive oxygen reactors. The atomic fraction, \(1.18/(1.18+1.65)=42\) %, is on the high side and depends on the assumed wall recombination. Real electron distributions need not be Maxwellian. A Druyvesteyn distribution of the same mean energy has only 7 % of the Maxwellian fraction above 13 eV. Matching that fraction requires an effective temperature of 3.5 eV instead of 2.6 eV, an estimate made without solving the balances again. Repairing the matrix removes the false freedom in the charge; it does not reduce these uncertainties in the rates.

## Computed results

```
Radius, length: 15, 10 cm
Absorbed power: 500 W; feed: 50 sccm
Pumping speed: 100 L/s; gas: 500 K
Atom wall recombination probability: 0.05
Ion-neutral cross section: 1.0e-14 cm2
Rate = prefactor*exp(-threshold/Te):
  e+M -> M+ +2e: 1.0e-08 cm3/s, 13 eV
  e+A -> A+ +2e: 2.0e-08 cm3/s, 14 eV
  e+M -> A- +A: 3.0e-11 cm3/s, 0 eV
  e+M -> 2A+e: 7.0e-09 cm3/s, 6 eV
  e+M+ -> 2A: 1.0e-08 cm3/s, 0 eV
  M+ +A- -> M+A: 5.0e-08 cm3/s, 0 eV
  A+ +A- -> 2A: 5.0e-08 cm3/s, 0 eV
  e+A- -> A+2e: 5.0e-08 cm3/s, 3 eV
  A- +A -> M+e: 2.0e-10 cm3/s, 0 eV
  A+ +M -> M+ +A: 2.0e-11 cm3/s, 0 eV
  e+M excitation: 5.0e-09 cm3/s, 5 eV
  e+A excitation: 5.0e-09 cm3/s, 5 eV
Conservation laws, open/closed: 1/2
Density e: 1.7498e+11 cm^-3
Density M+: 1.2327e+11 cm^-3
Density A+: 7.5517e+10 cm^-3
Density A-: 2.3803e+10 cm^-3
Density A: 1.1806e+14 cm^-3
Density M: 1.6487e+14 cm^-3
Electron temperature: 2.6416 eV
Neutral pressure: 14.65 mTorr
Newton iterations from the 10 ms state: 4
Singular ratios before: 1.0e+00 3.9e-01 3.0e-01 1.2e-01 8.0e-02 9.9e-03 7.4e-17
Singular ratios after: 1.0e+00 7.3e-01 3.6e-01 3.1e-01 1.3e-01 6.7e-02 1.0e-02
Rank before/after: 6/7 of 7
Rank after replacing neutral A row: 6
Closed rank before/after: 5/6
Left null vector: -1.000 1.000 1.000 -1.000 0.000 0.000 -0.000
Right null vector, scaled, q.v=1: -0.570 0.260 0.100 -0.070 -0.076 0.038 -0.305
Scales e,M+,A+,A-,A,M: 1e+11 1e+11 1e+11 1e+11 1e+14 1e+14 cm^-3
Scale W: 5e+11 eV/cm3
|q.v| for unit scaled v: 1.403e+00
Other eigenvalues, real parts: -1.415e+01 -4.926e+02 -2.382e+04 -3.821e+04 -4.771e+04 -1.556e+06 s^-1
Repaired determinant: -4.7096e+23 s^-6
Minus eigenvalue product: -4.7096e+23 s^-6
Charge-response discrepancy: 2.9e-06
Unrepaired Newton root: charge/ne = 23.56 %
  its electron density: 1.544e+11 cm^-3
Zero-current sheath voltage: 11.344 V
Sheath voltage in power balance: 12.067 V
Rank with voltage unknown: 8 of 8
Voltage +0.1 V: charge/ne = -36.33 %
Sheath charge/ne: 0.113 %; ne shift: -0.065 %
Edge correction: ne 7.38 %, Te 2.582 eV
10% metastables, k=1e-10 cm3/s: A- -4.0 %
Druyvesteyn/Maxwell tail above 13 eV: 0.070
Druyvesteyn Te for equal tail: 3.502 eV
```
